# Cone angle of the phosphine ligand PH3 from its geometry

## Problem

A phosphine molecule, PH$_3$, is bound through its phosphorus atom to a metal atom M. The room that the ligand takes up around the metal is to be expressed by its cone angle $\Theta$. This is the full apex angle of the narrowest circular cone that has its apex at the nucleus of M and encloses the spheres of the three hydrogen atoms.

The data are:

- distance M-P: $L = 2.28$ Å
- distance P-H: $b = 1.42$ Å
- each angle H-P-H: $\gamma = 93.3^\circ$
- radius of a hydrogen sphere: $r = 1.2$ Å

The ligand is rigid and has threefold symmetry. M lies on the threefold axis, on the side of the phosphorus lone pair, so the hydrogens point away from the metal.

(a) Find the angle $\alpha$ between a P-H bond and the threefold axis.

(b) Find the cone angle of a cone centred on the threefold axis.

(c) Show that no other choice of cone axis gives a narrower cone.

(d) Find how $\Theta$ responds to changes in the data, and decide how many digits of the result are meaningful.

(e) Find how much of the cone is really filled by the hydrogen spheres, and what becomes of the phosphorus atom in this description.

## Solution

The problem is one of geometry alone. Lengths are in ångström and angles in degrees, except in derivatives, where angles are in radians. Displayed numbers are rounded, but the unrounded values are carried forward, so a last digit may differ by one from what the displayed figures give.

### (a) Tilt of the P-H bonds

Measure $\alpha$ from the direction of the axis that points away from M. The three hydrogens form an equilateral triangle in a plane perpendicular to the axis. Its side $s$ can be written in two ways.

First, two P-H bonds of length $b$ enclose the angle $\gamma$. The triangle H-P-H is isosceles, and the bisector of $\gamma$ cuts its base in half, so

$$s = 2b\sin\frac{\gamma}{2}.$$

Second, each hydrogen lies at the distance $\rho = b\sin\alpha$ from the axis. Seen along the axis, two hydrogens are $120^\circ$ apart on a circle of radius $\rho$, so

$$s = 2\rho\sin 60^\circ = \sqrt3\,b\sin\alpha .$$

Equating the two expressions and dividing by $\sqrt3\,b$ gives

$$\sin\alpha = \frac{2}{\sqrt3}\,\sin\frac{\gamma}{2}. \qquad (1)$$

The right side must not exceed 1, which requires $\gamma\le120^\circ$. At $120^\circ$ the molecule is flat.

For the given angle, $\sin 46.65^\circ = 0.7272$, and

$$\sin\alpha = 1.1547\times 0.7272 = 0.8397 .$$

Two angles between $0$ and $180^\circ$ have this sine, $57.11^\circ$ and $122.89^\circ$. The hydrogens point away from M, so the acute one is $\alpha$:

$$\alpha = 57.11^\circ,\qquad \cos\alpha = 0.5431 .$$

The obtuse one is the bond angle M-P-H, which is measured from the opposite direction of the axis.

### (b) The cone angle

**Position of a hydrogen nucleus.** Put the origin at M and let $z$ be the height along the axis. Phosphorus is at height $L$, and a hydrogen lies higher by $b\cos\alpha$:

$$\rho = b\sin\alpha = 1.42\times0.8397 = 1.192\ \text{Å},$$

$$z = L + b\cos\alpha = 2.28 + 1.42\times0.5431 = 3.051\ \text{Å}.$$

The distance from M to the hydrogen nucleus is

$$d = \sqrt{\rho^2+z^2} = \sqrt{1.422+9.310} = 3.276\ \text{Å}.$$

The line from M to the nucleus makes with the axis the angle

$$\theta_H = \arctan\frac{\rho}{z} = \arctan 0.3908 = 21.34^\circ .$$

**Angular radius of a hydrogen sphere.** Take a ray from M that makes an angle $\delta<90^\circ$ with the line to the nucleus. Its closest approach to the nucleus is $d\sin\delta$. The ray meets the sphere if this distance is at most $r$. The limiting ray is a tangent, and its angle $\beta$ obeys

$$\sin\beta = \frac{r}{d} = \frac{1.2}{3.276} = 0.3663,\qquad \beta = 21.49^\circ .$$

This needs $d>r$. If M lay inside the sphere, there would be no tangent and no cone angle. Here the condition holds with a wide margin.

**Outermost direction.** Every direction from M that meets the sphere is within $\beta$ of the direction of the nucleus, which is itself $\theta_H$ away from the axis. The angle between two directions is never larger than the sum of their angles to a third direction. No point of the sphere is therefore seen at more than $\theta_H+\beta$ from the axis. This value is reached by the tangent that lies in the plane of the axis and the nucleus, on the side away from the axis. By symmetry the other two spheres give the same angle. The half-angle of the cone is thus $\theta_H+\beta$, and

$$\boxed{\;\Theta = 2\left(\arctan\frac{\rho}{z}+\arcsin\frac{r}{d}\right)\;} \qquad (2)$$

With the numbers above,

$$\Theta = 2\,(21.34^\circ+21.49^\circ) = 85.7^\circ = 1.495\ \text{rad}.$$

The cone angle of PH$_3$ for these data is about $86^\circ$.

The two contributions are nearly equal. A cone drawn through the hydrogen nuclei, with no allowance for their size, would have an apex angle of only $2\theta_H = 42.7^\circ$. Half of the result thus comes from the hydrogen radius, which is a convention about where an atom ends and not a distance between nuclei.

**Two limiting cases.** For a very distant metal both angles are small, $z$ and $d$ approach $L$, and (2) becomes

$$\Theta \approx \frac{2(\rho+r)}{L}.$$

This is the width of the ligand divided by its distance. At $L=2.28$ Å it would give $2\times2.392/2.28 = 2.10$ rad, or $120^\circ$, which is far too large. The main fault is the replacement of $z$ by $L$: the hydrogens lie $0.77$ Å beyond the phosphorus, and this is not small beside $2.28$ Å.

For a flat ligand, $\gamma=120^\circ$, the hydrogens are level with the phosphorus, so $\rho=b$ and $z=L$. With the other data unchanged, $d=\sqrt{2.28^2+1.42^2}=2.686$ Å, and

$$\Theta = 2\,(31.9^\circ+26.5^\circ)\approx 117^\circ .$$

The pyramidal shape of PH$_3$ folds the hydrogens back from the metal and so makes the cone considerably narrower than this.

### (c) The threefold axis is the best cone axis

The definition asks for the narrowest cone, and so far its axis has been assumed. Let $\mathbf k$ be the unit vector along the threefold axis, and let $\mathbf h_1,\mathbf h_2,\mathbf h_3$ be the unit vectors from M towards the hydrogen nuclei. Each $\mathbf h_i$ has the component $\cos\theta_H$ along $\mathbf k$. The components perpendicular to $\mathbf k$ have equal lengths and are $120^\circ$ apart, so they add to zero. Hence

$$\mathbf h_1+\mathbf h_2+\mathbf h_3 = 3\cos\theta_H\,\mathbf k .$$

Now take any unit vector $\mathbf u$ as a trial cone axis. By the argument of part (b), the cone about $\mathbf u$ must have a half-angle equal to the largest of the three angles between $\mathbf u$ and $\mathbf h_i$, plus $\beta$. The mean of the three cosines is

$$\frac13\sum_{i=1}^3 \mathbf u\cdot\mathbf h_i = \cos\theta_H\,(\mathbf u\cdot\mathbf k)\le\cos\theta_H ,$$

because $\cos\theta_H>0$ and $\mathbf u\cdot\mathbf k\le1$. The smallest of three numbers is not larger than their mean. At least one hydrogen therefore has $\mathbf u\cdot\mathbf h_i\le\cos\theta_H$, which means that it lies at an angle of $\theta_H$ or more from $\mathbf u$. The half-angle about $\mathbf u$ is then at least $\theta_H+\beta$. If $\mathbf u$ differs from $\mathbf k$, the inequality is strict and the cone is wider. The threefold axis is the unique best choice.

### (d) Response to the data

**Direction of the changes.** In each statement the other data are held fixed.

- If $L$ grows, $z$ and $d$ grow while $\rho$ stays the same. Both $\rho/z$ and $r/d$ fall, so $\Theta$ falls.
- If $r$ grows, $\beta$ grows and $\theta_H$ stays the same, so $\Theta$ rises.
- If $\gamma$ grows towards $120^\circ$, $\alpha$ grows towards $90^\circ$ by (1). Then $\rho$ rises and $z$ falls, so $\theta_H$ rises. Inserting $\rho$ and $z$ into $d^2$ gives
$$d^2 = b^2\sin^2\alpha+(L+b\cos\alpha)^2 = L^2+b^2+2Lb\cos\alpha ,$$
which falls as $\cos\alpha$ falls. So $\beta$ rises as well, and $\Theta$ rises.

The P-H length needs a calculation, since a longer bond moves the hydrogen outwards but also farther from M.

**Size of the changes.** Let $t=\sqrt{d^2-r^2}=3.048$ Å, the length of the tangent from M to a hydrogen sphere. Then $\cos\beta=t/d$. Differentiating $\sin\beta=r/d$ gives

$$\frac td\,\mathrm d\beta = \frac{\mathrm dr}{d}-\frac{r}{d^2}\,\mathrm dd
\quad\Longrightarrow\quad
\mathrm d\beta = \frac{\mathrm dr}{t}-\frac{r}{t\,d}\,\mathrm dd . \qquad (3)$$

For the hydrogen radius, $d$ is fixed and

$$\frac{\partial\Theta}{\partial r}=\frac2t = 0.656\ \text{rad/Å} = 37.6^\circ/\text{Å}.$$

For the M-P distance, $\partial z/\partial L=1$, so $\partial d/\partial L=z/d$. The derivative of the arctangent is

$$\frac{\partial\theta_H}{\partial L} = \frac{1}{1+\rho^2/z^2}\left(-\frac{\rho}{z^2}\right)=-\frac{\rho}{d^2}.$$

Together with (3) this gives

$$\frac{\partial\Theta}{\partial L} = -2\left(\frac{\rho}{d^2}+\frac{r z}{t\,d^2}\right) = -2\,(0.111+0.112) = -0.446\ \text{rad/Å},$$

or $-25.6^\circ$/Å.

For the P-H distance, $\partial\rho/\partial b=\sin\alpha$ and $\partial z/\partial b=\cos\alpha$, so

$$\frac{\partial\theta_H}{\partial b} = \frac{z\sin\alpha-\rho\cos\alpha}{d^2} = \frac{L\sin\alpha}{d^2}.$$

In the last step the terms $b\sin\alpha\cos\alpha$ cancel. The expression for $d^2$ found above gives $\partial d/\partial b=(b+L\cos\alpha)/d$. Hence

$$\frac{\partial\Theta}{\partial b} = 2\left[\frac{L\sin\alpha}{d^2}-\frac{r\,(b+L\cos\alpha)}{t\,d^2}\right] = 2\,(0.178-0.098)\approx 0.16\ \text{rad/Å},$$

or about $9^\circ$/Å. The two effects of a longer bond oppose each other: the greater distance from M cancels a little more than half of the effect of the outward movement, so $\Theta$ rises.

The H-P-H angle may change by several degrees, so it is better to insert a new value into the full formula. For $\gamma=100^\circ$, equation (1) gives $\sin\alpha=0.885$. Then $\rho=1.256$ Å, $z=2.942$ Å and $d=3.199$ Å, so that

$$\Theta = 2\,(23.12^\circ+22.03^\circ)=90.3^\circ .$$

Formula (2), evaluated in full for one changed value at a time, gives:

| Changed value | $\Theta$ | Change |
|---|---|---|
| M-P 2.18 Å | 88.3° | +2.6° |
| M-P 2.38 Å | 83.2° | −2.5° |
| P-H 1.40 Å | 85.5° | −0.2° |
| H-P-H 100° | 90.3° | +4.6° |
| H radius 1.10 Å | 81.9° | −3.7° |

The derivatives account for the changes in the lengths. For example, $0.10$ Å in $L$ should change $\Theta$ by $2.6^\circ$, and $0.10$ Å in $r$ by $3.8^\circ$. The small remaining differences come from the curvature of (2).

**The real ligand.** The distance $2.28$ Å is the customary choice for phosphines on nickel, and the P-H length and H-P-H angle are close to those of the free molecule. Two assumptions are open to doubt in a real complex. The M-P distance depends on the metal and on the other ligands, and a shift of $0.1$ Å is a reasonable rough allowance. The H-P-H angle can also open when the lone pair is used for bonding, and the value of $100^\circ$ is a rough allowance for this. Of the changes in the table, this one moves the result most. The hydrogen radius is uncertain in another sense: sets of atomic radii in use differ by about $0.1$ Å for hydrogen. The decimals of $85.7^\circ$ therefore describe the arithmetic and not the ligand. The answer is "about $86^\circ$ for the stated data", and a comparison with another ligand is meaningful only if both use the same M-P distance and the same atomic radii.

### (e) What the cone contains and what it leaves out

**Gaps between the hydrogens.** A cone of half-angle $\Theta/2$ covers the solid angle

$$\Omega = 2\pi\left(1-\cos\frac\Theta2\right) = 2\pi\,(1-0.7334)=1.675\ \text{sr},$$

which is $13.3\,\%$ of the full sphere $4\pi$. Not all of it is blocked by hydrogen.

Consider a direction from M at the angle $\theta$ from the axis and at the azimuth $\varphi$ from the nearest hydrogen. The angle between this direction and the hydrogen nucleus has the cosine $\cos\theta\cos\theta_H+\sin\theta\sin\theta_H\cos\varphi$. The direction is blocked if this is at least $\cos\beta$, that is, if

$$\cos\varphi\ \ge\ A(\theta)=\frac{\cos\beta-\cos\theta\cos\theta_H}{\sin\theta\sin\theta_H}.$$

Each hydrogen thus blocks the azimuths up to $w(\theta)=\arccos A(\theta)$ on either side of it. If $A>1$ nothing is blocked and $w=0$; if $A<-1$ everything is blocked and $w=\pi$. Beyond $\varphi=\pi/3$ the neighbouring hydrogen is nearer, so $w$ counts only up to $\pi/3$. The blocked share of the cone is

$$f=\frac{1}{1-\cos(\Theta/2)}\int_0^{\Theta/2}\frac{\min[w(\theta),\pi/3]}{\pi/3}\,\sin\theta\,\mathrm d\theta .$$

A numerical sum over a fine grid in $\theta$ gives $f=73.0\,\%$. About a quarter of the cone is free of hydrogen. Like $\Theta$, this share depends on the data: it is $69.7\,\%$ for $r=1.10$ Å and $71.5\,\%$ for $\gamma=100^\circ$, so its decimal describes the arithmetic only.

The position of the gaps follows from the same condition. The directions hardest to block lie midway between two hydrogens, at $\varphi=60^\circ$. There the limit of blocking is given by

$$\cos\theta\cos\theta_H+\tfrac12\sin\theta\sin\theta_H=\cos\beta ,$$

whose positive solution is $\theta\approx22^\circ$. On the axis itself the spheres just overlap, since $\beta=21.49^\circ$ is slightly larger than $\theta_H=21.34^\circ$. The middle of the cone is therefore closed out to about $22^\circ$, and the gaps are three notches between there and the rim at $42.8^\circ$. The closure at the axis is marginal. Since $\sin\theta_H=\rho/d$ and $\sin\beta=r/d$, it requires $\rho\le r$, and here $\rho=1.192$ Å is only just below $r=1.2$ Å. For $r=1.10$ Å or for $\gamma=100^\circ$ the spheres no longer reach the axis, and a gap opens in the middle as well. A single cone angle cannot express this outline. The notches are gaps between the hydrogen spheres only; the phosphorus atom, considered below, also takes up room in these directions.

A circular cone with the same solid angle as the blocked region has a half-angle $\eta$ with $1-\cos\eta=0.730\times0.2666=0.195$. This gives $\eta\approx36^\circ$ and an apex angle of about $73^\circ$. The difference from $86^\circ$ is the price of replacing the three-lobed outline by its enclosing circle.

**The phosphorus atom.** The definition encloses the hydrogen spheres and ignores the phosphorus sphere. With a rough radius of $1.8$ Å for a non-bonded phosphorus atom, that sphere alone would subtend

$$2\arcsin\frac{1.8}{2.28}\approx104^\circ ,$$

which is more than the cone of the hydrogens. Seen from M, a phosphorus sphere of this size would cover the three notches completely. The largest phosphorus sphere that fits into the cone has the radius $L\sin(\Theta/2)=2.28\times0.680=1.55$ Å.

A non-bonded radius is not a suitable measure of phosphorus on the side where it is bonded to M, but the atom does occupy space sideways. The cone angle of PH$_3$ is thus not a complete outline of the ligand. It measures how far the substituents on phosphorus spread. In a series of phosphines at one fixed M-P distance, the phosphorus sphere would subtend the same angle in every member, while the cone angle responds to the size and direction of the substituents. It does not record every difference, since substituents of different shape can have the same cone angle. For a ligand with substituents as small as hydrogen, this limitation matters when $86^\circ$ is read as the space actually needed at the metal.
